# Additive curvature from several thin films on one thick wafer

## 1. Two films that act as two forces

Take a flat wafer of thickness $h_s$ and put one very thin film on its top face. The film is in tension $\sigma$ and has thickness $h$, so across a cut of unit length it pulls with the force $S=\sigma h$, in N/m. The wafer must supply the opposite force, and because the film pulls at the top face and not at mid-height, the wafer also bends.

Measure $z$ upwards from the wafer's midplane. Let the in-plane strain of the wafer be $e_0-\kappa z$, the same in all in-plane directions. Here $\kappa>0$ means that the top is shortened relative to the bottom, so the wafer is concave towards the film. With equal stresses in two directions Hooke's law reads $e=(\sigma-\nu\sigma)/E$, so the stress is $M_s e$ with the biaxial modulus $M_s=E_s/(1-\nu_s)$.

No outside force or moment acts on the cut. The total force and the total moment about $z=0$ therefore vanish:

$$\int_{-h_s/2}^{h_s/2}M_s(e_0-\kappa z)\,dz+S=M_sh_se_0+S=0,$$

$$\int_{-h_s/2}^{h_s/2}M_s(e_0-\kappa z)z\,dz+S\frac{h_s}{2}=-\frac{M_sh_s^3}{12}\kappa+\frac{Sh_s}{2}=0 .$$

The second line gives Stoney's formula,

$$\kappa=\frac{6S}{M_sh_s^2}.$$

Now lay a second very thin film on the first. Its force $S_2$ also acts at height $h_s/2$, apart from the tiny thickness of the first film. The two balances then contain $S_1+S_2$ in place of $S$, and nothing in them records which film is on top. This is the whole idea. What remains is to include the stiffness and the thickness of the films, and so to find how large the neglected terms are.

## 2. Statement and conventions

Films $i=1,\dots,n$ have thickness $h_i$ and biaxial modulus $M_i$. The stress $\sigma_i$ is the one that film $i$ would have if the wafer were held flat and unstrained; tension is positive. Define

$$S_i=\sigma_ih_i,\qquad N=\sum_iS_i .$$

The claim is

$$\boxed{\;\kappa=\frac{6}{M_sh_s^2}\sum_i\sigma_ih_i\;}$$

with corrections smaller by the ratio of film thickness to wafer thickness. The film moduli are taken to be comparable with $M_s$. The materials are linearly elastic and isotropic in the plane, the films are continuous and well bonded, the bow is small compared with $h_s$, and no other load acts.

Order independence holds for given $\sigma_i$. If a film grows with a different stress on a different underlayer, reordering the stack changes the inputs of the formula, and the curvature changes with them.

## 3. Why the strain is linear in $z$

Let the midplane take the shape $w=\kappa r^2/2$, with slope $\kappa r$. If lines normal to the midplane stay normal, a point at height $z$ moves inwards by $z$ times the slope, so that

$$u_r=r(e_0-\kappa z).$$

The radial strain $\partial u_r/\partial r$ and the hoop strain $u_r/r$ are then both $e_0-\kappa z$. The shear strain is $\partial u_r/\partial z+\partial w/\partial r=-\kappa r+\kappa r=0$. Each layer can change its thickness freely, which removes the stress normal to the wafer. The in-plane stresses are equal and depend on $z$ alone, so the forces on every interior element balance. The linear profile is thus a full elastic solution away from the edge, for layers of any thickness.

At the edge this solution has zero total force and moment, but not zero stress at each height. A narrow edge zone repairs that. To see whether the zone disturbs the centre, a free disc was computed with finite elements that do not assume the linear profile. In units where the wafer has thickness 1 and modulus 1, the radius was 40 and the two films were thick ones:

- film a: thickness 0.05, modulus 0.5, stress 2, Poisson ratio 0.17;
- film b: thickness 0.05, modulus 1.5, stress $-1$, Poisson ratio 0.34.

The wafer's Poisson ratio was 0.28. With a below b the central curvature was 0.1890, against 0.1889 from the force and moment balance of the next section. With b below a the values were 0.2628 and 0.2627. The additive law gives $6(0.10-0.05)=0.30$ for both orders. These films are too thick for it, but the balance itself holds.

## 4. The balance for the whole stack

The stress is $M(z)(e_0-\kappa z)$ everywhere, plus $\sigma_i$ inside film $i$. Let $z_i$ be the height of the midplane of film $i$, and define, with integrals over the wafer and all films,

$$A=\int M\,dz,\quad B=\int Mz\,dz,\quad D=\int Mz^2\,dz,\quad P=\sum_iS_iz_i .$$

Zero force and zero moment give

$$Ae_0-B\kappa+N=0,\qquad Be_0-D\kappa+P=0 .$$

From the first, $e_0=(B\kappa-N)/A$. Put this into the second and multiply by $A$:

$$B^2\kappa-BN-AD\kappa+AP=0\quad\Rightarrow\quad \kappa=\frac{AP-BN}{AD-B^2}.$$

## 5. Thin films: the leading term and its correction

Write $z_i=h_s/2+c_i$, where $c_i$ is the height of the film's midplane above the wafer surface. Two small quantities appear:

$$\mu=\sum_i\frac{M_ih_i}{M_sh_s},\qquad \frac{c_i}{h_s}.$$

Both are of the order of film thickness over wafer thickness. The wafer contributes $M_sh_s$ to $A$, nothing to $B$ by symmetry, and $M_sh_s^3/12$ to $D$. Film $i$ contributes $M_ih_i$ to $A$, $M_ih_iz_i\approx M_ih_ih_s/2$ to $B$ and about $M_ih_ih_s^2/4$ to $D$. The last is three times $M_ih_ih_s^2/12$. To first order, therefore,

$$A=M_sh_s(1+\mu),\quad B\approx M_sh_s\frac{\mu h_s}{2},\quad D\approx\frac{M_sh_s^3}{12}(1+3\mu),$$

$$P=\frac{Nh_s}{2}+C,\qquad C=\sum_iS_ic_i .$$

In the numerator the terms with $\mu N$ cancel:

$$AP-BN\approx M_sh_s\left[(1+\mu)\frac{Nh_s}{2}+C-\frac{\mu h_s}{2}N\right]=M_sh_s\left[\frac{Nh_s}{2}+C\right],$$

where $\mu C$ was dropped as second order. In the denominator $B^2$ is of order $\mu^2$, so

$$AD-B^2\approx\frac{M_s^2h_s^4}{12}(1+4\mu).$$

Divide, and use $1/(1+4\mu)\approx1-4\mu$:

$$\kappa\approx\frac{6}{M_sh_s^2}\left[N(1-4\mu)+\frac{2}{h_s}\sum_iS_ic_i\right].$$

The leading term is the boxed law. Film moduli enter through $\mu$ and stacking order through $c_i$, both one order down.

A case that can be solved in full checks the factors. Let one film of thickness $h$ have the modulus of the wafer. The body is then a uniform plate of thickness $h_s+h$. Its bending stiffness about its own midplane is $M_s(h_s+h)^3/12$, and the film's midplane lies at $(h_s+h)/2-h/2=h_s/2$ above it. Hence

$$\kappa=\frac{6S\,h_s}{M_s(h_s+h)^3}\approx\frac{6S}{M_sh_s^2}\left(1-\frac{3h}{h_s}\right).$$

The general formula has $\mu=h/h_s$ and $c=h/2$, so its correction is $-4h/h_s+h/h_s=-3h/h_s$, in agreement.

## 6. What changing the order does

Let films 1 and 2 be neighbours, with the lower face of the pair at height $H$ above the wafer. With 1 below 2,

$$c_1=H+\tfrac12h_1,\qquad c_2=H+h_1+\tfrac12h_2 .$$

With 2 below 1,

$$c_2=H+\tfrac12h_2,\qquad c_1=H+h_2+\tfrac12h_1 .$$

The other films do not move, and $\mu$ is unchanged. In the difference, $c_2$ changes by $h_1$ and $c_1$ by $-h_2$, so $C$ changes by $S_2h_1-S_1h_2=h_1h_2(\sigma_2-\sigma_1)$ and

$$\kappa_{12}-\kappa_{21}\approx\frac{12\,h_1h_2(\sigma_2-\sigma_1)}{M_sh_s^3}.$$

The upper film has the longer lever arm. At this order the signed curvature is therefore largest when the stresses rise from the wafer upwards, and smallest when they fall. For a stack with net compression, where $\kappa<0$, the rising order thus gives the smallest magnitude.

## 7. Films deposited one after another

Now let $\sigma_i$ be the stress with which film $i$ arrives on the wafer as it is, already bent and strained, before the stack relaxes under the new film. The balance for the change of shape contains one new force, $S_i$, while the earlier layers respond elastically. At leading order the curvature changes by

$$\Delta\kappa_i=\frac{6S_i}{M_sh_s^2},$$

so curvature measured before and after a deposition gives $S_i$ of that film to leading order, provided that nothing else changes in between and that the total deflection, including any sag, stays well below the wafer thickness (Section 10).

The earlier films feel the new one. By Section 1 the strain at the wafer's top face changes by

$$\Delta e_0-\Delta\kappa_i\frac{h_s}{2}=-\frac{S_i}{M_sh_s}-\frac{3S_i}{M_sh_s}=-\frac{4S_i}{M_sh_s},$$

and the stress of an earlier film $j$ changes by $-4M_jS_i/(M_sh_s)$. This also explains the term $4\mu$ in Section 5. Under the full force $N$ the films together lose the force $\sum_jh_jM_j\,4N/(M_sh_s)=4\mu N$.

## 8. Two cases where signs matter

**A film on the back face.** Its force acts at $z=-h_s/2$, so it enters $P$ with a minus sign:

$$\kappa=\frac{6}{M_sh_s^2}\left(\sum_{\text{top}}S_i-\sum_{\text{back}}S_i\right).$$

**Forces that cancel.** The error of the additive law is small relative to the curvature that $\sum|S_i|$ would give. If all films are on the top face and $N=0$, the law predicts a flat wafer, and what is left is the lever-arm term:

$$\kappa\approx\frac{12}{M_sh_s^3}\sum_iS_ic_i .$$

## 9. Worked example: a copper stack on a 300 mm silicon wafer

The following values are rough but typical. The wafer has $h_s=775$ µm, radius $R=150$ mm, $M_s=180$ GPa and $\nu_s=0.28$. From the wafer upwards it carries:

- a dielectric: 500 nm, 85 GPa, $-150$ MPa;
- a barrier: 20 nm, 280 GPa, $-1500$ MPa;
- copper: 1000 nm, 190 GPa, 250 MPa.

The stress-thickness products are $-75$, $-30$ and $250$ N/m, with sum $N=145$ N/m. Hence

$$\kappa=\frac{6\times145}{180\times10^9\,(775\times10^{-6})^2}=0.00805\ \text{m}^{-1},$$

a radius of curvature of 124 m. The bow, the height of the edge above the centre, is $\kappa R^2/2=90.5$ µm. Film by film it is $-46.8-18.7+156.1$ µm. The barrier is 50 times thinner than the copper, yet it cancels 12 % of the copper's contribution, because the product counts and not the thickness.

**Finite film thickness.** Here $\mu=0.00171$, so $-4\mu=-0.68$ %. The heights $c_i$ are 250, 510 and 1020 nm, which gives $C=2.21\times10^{-4}$ N and $2C/(h_sN)=+0.39$ %. The sum is $-0.29$ %, and the full balance gives the same change, to 90.3 µm. For all six orders of the films, the first-order formula and the full balance were tested to agree within $1.2\times10^{-4}$ of the leading bow.

**Order.** The bow is largest, 90.29 µm, for barrier, dielectric, copper, where the stress rises upwards. It is smallest, 89.89 µm, for the reverse order. The spread is 0.4 % of the bow, with each film's $\sigma_i$ held fixed. For the exchange of dielectric and copper above the barrier, $h_1h_2(\sigma_2-\sigma_1)=2.0\times10^{-4}$ N. The formula of Section 6 then gives 0.322 µm, and the full balance 0.320 µm.

**Deposition in sequence.** If the listed stresses are instead those on arrival, the full balance gives steps of $-46.80$, $-18.73$ and $155.43$ µm. Their sum, 89.90 µm, differs from 90.27 µm because $\sigma_i$ now means something else: a later film is laid on a wafer that is already strained, and does not resist that earlier strain. These steps treat each film as arriving in one piece and relaxing afterwards. A real film relaxes while it grows. If each film is instead built up from many thin sublayers, each arriving with the listed stress, the sum is 90.3 µm. Differences of this size therefore depend on how the arrival stress is defined. The copper changes the dielectric's stress by $-0.61$ MPa.

**Back face and balance.** With the dielectric on the back face the law gives 184.2 µm and the full balance 183.4 µm. With the dielectric on top again, a stress of $-(250-30)/0.5=-440$ MPa would make $N=0$. The bow left over is then 0.30 µm, from the formula of Section 8 and from the full balance alike.

## 10. What else bends the wafer

**Self-weight.** Let the wafer rest on a ring at its edge. The weight per area is $q$, and the plate stiffness is $D_p=M_sh_s^3/[12(1+\nu_s)]$. The weight inside radius $r$ is carried by a shear force $q\pi r^2/(2\pi r)=qr/2$ per length. For the slope $\theta=dw/dr$ the moment balance of the plate is

$$D_p\frac{d}{dr}\left[\frac1r\frac{d(r\theta)}{dr}\right]=-\frac{qr}{2}.$$

The sign expresses that the upward curvature is greatest at the centre. The solution regular at $r=0$ is $\theta=ar-qr^3/(16D_p)$, since the operator turns $r^3$ into $8r$. The edge carries no moment, so $\theta'+\nu_s\theta/r=0$ at $R$, which gives $a(1+\nu_s)=qR^2(3+\nu_s)/(16D_p)$. Integrating $\theta$ from 0 to $R$,

$$\text{sag}=\frac{aR^2}{2}-\frac{qR^4}{64D_p}=\frac{qR^4}{64D_p}\,\frac{5+\nu_s}{1+\nu_s}.$$

With a density of 2330 kg/m³ this is 106 µm, more than the bow from the films. In the linear theory it very nearly drops out when the shape before deposition is subtracted from the shape after it, on the same support. What remains comes from the films themselves: with typical densities their weight adds about 0.6 µm to the sag and their stiffness removes about 0.5 µm, so the two almost cancel here.

**Large deflection.** A disc cannot become a bowl without in-plane stretching. The stretching strain is of order $(\kappa R)^2$ and the bending strain of order $\kappa h_s$, so the ratio of the two energies grows as $(\kappa R^2/h_s)^2$, with a small numerical factor of about 0.02 for a shallow bowl with this Poisson ratio. The bow must therefore stay well below the wafer thickness. Numerical solution of the von Kármán plate equations, which include the stretching, lowers the 90.5 µm by 0.37 %, or 0.34 µm.

On the sagging wafer, with the films facing up so that sag and bow have the same sign, the loss is larger. The films then add 87.7 µm, which is 3.1 % less than the additive law. The reason is that the loss reverses sign with the bow and so starts as its cube. The total of about 196 µm is 2.17 times 90.5 µm, which suggests a loss of $2.17^3\times0.337\approx3.44$ µm. About 0.57 µm of this belongs to the sag alone, leaving 2.87 µm, close to the computed 2.83 µm. For these numbers this is the largest error in the additive law itself, and subtracting the initial shape does not remove it. With the films facing down, sag and bow largely cancel, and the films add 90.0 µm, only 0.6 % less than the additive law.

**Temperature.** Copper expands more than silicon, by roughly 14 ppm/K. Warming by 10 K, with elastic copper and the other stresses held fixed, changes its stress by $-190\times10^9\times14\times10^{-6}\times10$ Pa $=-26.6$ MPa. The bow falls by 16.5 µm, or 18 %. The modulus of 190 GPa is that of roughly untextured copper; a (111)-textured film has about 260 GPa, which would give about $-36$ MPa and 23 µm. The law still holds, but its input has changed, so the curvature after deposition must be measured at the temperature for which the stress is wanted. A bare wafer does not bend on uniform warming, but if the wafer already carries films, the measurement before deposition must be made at that same temperature.

**The real stack.** The wafer and film thicknesses are of the size used in chip manufacture. Film stresses depend strongly on deposition and thermal history, and the barrier's is a large compressive one. Silicon is not isotropic, but on a (001) wafer its fourfold symmetry makes equal in-plane strains produce equal in-plane stresses, so one modulus $M_s$ suffices for the additive law. The self-weight and large-deflection figures above involve unequal in-plane strains; they treat silicon as isotropic and are approximate for that reason. With the cubic elastic constants of silicon ($C_{11}=165.7$, $C_{12}=63.9$, $C_{44}=79.6$ GPa) the sag is about 103 µm instead of 106 µm, and the loss on the sagging wafer about 3.3 % instead of 3.1 %. Finished devices break the assumption of continuous films, because the copper is patterned into lines. The model does not give the force of a patterned film, but it shows what is at stake: with the copper removed altogether and the other stresses unchanged, the bow would go from 90.5 to $-65.6$ µm. The 90.5 µm therefore applies to the unpatterned stack at the temperature for which the stresses are given. The numerical output below lists most of these values.

## Computed results

```
ELASTIC DISC TEST (wafer thickness = modulus = 1)
film a: thickness 0.05, modulus 0.5, stress 2.0
film b: thickness 0.05, modulus 1.5, stress -1.0
a below b: finite elements 0.1890, layered plate 0.1889
b below a: finite elements 0.2628, layered plate 0.2627
EXAMPLE INPUTS (rough typical values)
wafer thickness 775 um, radius 150 mm
wafer biaxial modulus 180 GPa, Poisson ratio 0.28
wafer density 2330 kg/m3
dielectric: 500 nm, 85 GPa, -150 MPa
barrier: 20 nm, 280 GPa, -1500 MPa
copper: 1000 nm, 190 GPa, 250 MPa
ADDITIVE LAW
dielectric: stress*thickness -75.0 N/m, bow -46.83 um
  bow added in deposition, full balance -46.80 um
barrier: stress*thickness -30.0 N/m, bow -18.73 um
  bow added in deposition, full balance -18.73 um
copper: stress*thickness 250.0 N/m, bow 156.09 um
  bow added in deposition, full balance 155.43 um
sum of stress*thickness 145.0 N/m
curvature 0.00805 1/m, radius of curvature 124.3 m
bow, additive law 90.53 um
bow, full balance 90.27 um
finite-thickness change -0.290 %
film/wafer stiffness ratio mu 1.707e-03
STACKING ORDER (listed from the wafer upwards)
lowest bow 89.89 um: copper, dielectric, barrier
highest bow 90.29 um: barrier, dielectric, copper
spread 0.398 um = 0.44 % of bow
dielectric-copper exchange: full 0.320 um, formula 0.322 um
OTHER CASES
dielectric stress shift from copper: full -0.607 MPa, formula -0.609 MPa
dielectric on back face: full 183.38 um, additive 184.18 um
balancing dielectric stress -440 MPa
balanced stack bow: full 0.296 um, formula 0.298 um
NEGLECTED EFFECTS
large deflection, edge slope: plate -0.243 %, formula -0.246 %
large deflection, bow -0.372 %
self-weight sag on edge ring, linear 105.9 um
self-weight sag, nonlinear 105.4 um
film-induced bow on sagging wafer 87.70 um
  change from additive law -3.12 %
expansion mismatch 14 ppm/K, warming 10 K
copper stress change -26.6 MPa
bow change on warming -16.54 um
```
